# Choosing the Fourier grid for guaranteed permittivity bounds of voxel films

## Definitions and conventions

A periodic cell is divided into cubic voxels. Each voxel has a constant, real, scalar relative permittivity \(\varepsilon>0\). The average over the cell is \(\langle\cdot\rangle\). Fields are static, and \(\mathbf d\) denotes displacement divided by \(\varepsilon_0\), so that \(\mathbf d=\varepsilon\mathbf e\) for the true field.

For a unit vector \(\mathbf E\), an admissible field is \(\mathbf e=\mathbf E-\nabla\phi\) with periodic \(\phi\). The effective permittivity along \(\mathbf E\) is

\[
k=\min_{\phi}\langle\varepsilon|\mathbf e|^2\rangle=\langle\varepsilon|\mathbf e^*|^2\rangle ,
\]

where \(\mathbf e^*=\mathbf E-\nabla\phi^*\) is the minimizer. Setting the first variation to zero gives \(\langle\varepsilon\mathbf e^*\cdot\nabla\eta\rangle=0\) for every periodic \(\eta\), which is \(\nabla\cdot(\varepsilon\mathbf e^*)=0\).

The setting discussed here is the density of the Fourier grid on which a plane-wave program solves Poisson's equation in a prescribed dielectric with sharp interfaces. It is written \(r\), the number of grid points per voxel edge. A second setting is the stopping threshold of the iteration. Both can be judged by computing an upper and a lower bound on \(k\).

## From a film to a periodic cell

Let the film fill \(0<z<L\) between flat ideal electrodes and be periodic in \(x,y\). Reflect it, \(\varepsilon(x,y,-z)=\varepsilon(x,y,z)\), and repeat the result with period \(2L\).

For \(\mathbf E=\hat{\mathbf z}\) the total potential is \(\psi=\phi^*-z\). Since \(\varepsilon\) is even in \(z\), the function \(-\psi(x,y,-z)=-\phi^*(x,y,-z)-z\) solves the same equation with the same mean field. The solution is unique up to a constant, which is fixed by giving \(\phi^*\) zero mean. Hence \(\phi^*(x,y,-z)=-\phi^*(x,y,z)\), and \(\phi^*=0\) at \(z=0\). At \(z=L\), periodicity gives \(\phi^*(L)=\phi^*(-L)=-\phi^*(L)\), so it vanishes there too. Both planes are equipotentials, as electrodes require.

The voltage for unit field is \(L\). For electrode area \(A\), equating the two forms of the stored energy gives

\[
\tfrac12CL^2=\tfrac12\varepsilon_0kAL
\quad\Rightarrow\quad \frac CA=\frac{\varepsilon_0k}{L}.
\]

For \(\mathbf E\) in the plane, the same argument makes \(\phi^*\) even. The normal displacement is then odd about each face and also continuous, so it vanishes there. The in-plane result therefore describes a film whose faces pass no flux.

## Two bounds and an error certificate

Write any admissible field as \(\mathbf e=\mathbf e^*-\nabla\eta\). Then

\[
U\equiv\langle\varepsilon|\mathbf e|^2\rangle
=k-2\langle\varepsilon\mathbf e^*\cdot\nabla\eta\rangle
+\langle\varepsilon|\nabla\eta|^2\rangle
=k+\langle\varepsilon|\mathbf e-\mathbf e^*|^2\rangle .
\]

The middle term vanishes by the condition on \(\mathbf e^*\), so \(U\ge k\).

For the other side take any periodic \(\mathbf d\) with \(\nabla\cdot\mathbf d=0\). Integration by parts removes the gradient part of an admissible field:

\[
\langle\mathbf e\cdot\mathbf d\rangle
=\mathbf E\cdot\langle\mathbf d\rangle-\langle\nabla\phi\cdot\mathbf d\rangle
=\mathbf E\cdot\langle\mathbf d\rangle\equiv S .
\]

This holds for \(\mathbf e^*\) as well. With \(V=\langle|\mathbf d|^2/\varepsilon\rangle\), the Cauchy–Schwarz inequality gives

\[
S^2=\left\langle\sqrt\varepsilon\,\mathbf e^*\cdot
\frac{\mathbf d}{\sqrt\varepsilon}\right\rangle^2\le kV
\quad\Rightarrow\quad \ell\equiv\frac{S^2}{V}\le k .
\]

The gap also measures the field error. Put \(t=S/V\). Expanding the square,

\[
\left\langle\frac{|t\mathbf d-\varepsilon\mathbf e^*|^2}{\varepsilon}\right\rangle
=t^2V-2tS+k=k-\ell .
\]

Adding the result for \(U\) yields

\[
U-\ell=\langle\varepsilon|\mathbf e-\mathbf e^*|^2\rangle
+\left\langle\frac{|t\mathbf d-\varepsilon\mathbf e^*|^2}{\varepsilon}\right\rangle .
\]

Since \(k\ge\ell\), the energy-norm error of \(\mathbf e\), relative to the energy norm \(\sqrt k\) of the true field, is at most \(\sqrt{(U-\ell)/\ell}\).

None of this requires a converged calculation. It requires trial fields that are admissible at every point of the cell, and averages free of integration error. A lossy medium with complex \(\varepsilon\), or a negative \(\varepsilon\), falls outside the proof because the energy is then no longer a positive form.

## Solving and projecting

Let \(n_i\) be the number of grid points along axis \(i\), taken at sub-voxel centres, and \(N=n_1n_2n_3\). Let \(y_i\) be the fractional coordinate measured from the first centre. A sampled field is continued between the points by

\[
\mathbf f(\mathbf y)=\sum_{\mathbf m}\hat{\mathbf f}_{\mathbf m}
e^{2\pi i\mathbf m\cdot\mathbf y},\qquad |m_i|<n_i/2 .
\]

For even \(n_i\) the mode \(m_i=n_i/2\) cannot be told from \(-n_i/2\) on the grid, so its derivative is ambiguous. It is dropped.

With \(q_i=m_i/L_i\), where \(L_i\) is the cell length, a gradient has coefficients parallel to \(\mathbf q\), and a divergence-free field has coefficients perpendicular to it. The projections for \(\mathbf q\ne0\) are

\[
\widehat{P_L\mathbf f}=\frac{\mathbf q(\mathbf q\cdot\hat{\mathbf f})}{q^2},
\qquad
\widehat{P_T\mathbf f}=\hat{\mathbf f}-\frac{\mathbf q(\mathbf q\cdot\hat{\mathbf f})}{q^2},
\]

and both set the mean to zero.

The inexpensive field solution minimizes the grid average of \(\varepsilon|\mathbf E+\mathbf f|^2\) over \(\mathbf f=P_L\mathbf f\). Its stationarity condition is

\[
P_L(\varepsilon\mathbf f)=-P_L(\varepsilon\mathbf E),
\]

which is solved by conjugate gradients. Multiplication by \(\varepsilon\) is done on the grid and projection in Fourier space. This is collocation: \(\varepsilon\) is seen at the grid points alone.

From the approximate field \(\mathbf e_a\) at any stage, form

\[
\mathbf e=\mathbf E+P_L\mathbf e_a,\qquad
\mathbf d=\langle\varepsilon\mathbf e_a\rangle_{\rm grid}+P_T(\varepsilon\mathbf e_a).
\]

As trigonometric polynomials, these are curl-free and divergence-free between the grid points too.

The iteration count is limited by the contrast. On the space of gradients, \(P_L\varepsilon P_L\) has eigenvalues between \(\varepsilon_{\min}\) and \(\varepsilon_{\max}\), whatever the grid. For \(\kappa=\varepsilon_{\max}/\varepsilon_{\min}\), the standard conjugate-gradient error bound shrinks per step by \((\sqrt\kappa-1)/(\sqrt\kappa+1)\), which is 0.38 for \(\kappa=5\). A finer grid makes each step dearer but does not worsen this bound.

## Why the averages need a doubled grid

The grid average of \(\varepsilon|\mathbf e|^2\) is not its cell average, because \(\varepsilon\) jumps and the product has unresolved harmonics. The collocated energy therefore carries no guarantee.

The Fourier coefficients of the voxel function can be integrated in closed form. With \(\operatorname{sinc}u=\sin(\pi u)/(\pi u)\),

\[
\hat\varepsilon_{\mathbf m}
=\sum_{\mathbf j}\varepsilon_{\mathbf j}\prod_i
\int_{(j_i-1/2)/n_i}^{(j_i+1/2)/n_i}e^{-2\pi im_iy}\,dy
=\frac1N\sum_{\mathbf j}\varepsilon_{\mathbf j}
e^{-2\pi i\sum_im_ij_i/n_i}\prod_i\operatorname{sinc}\frac{m_i}{n_i}.
\]

The sum over \(\mathbf j\) is a discrete Fourier transform. It is periodic in \(m_i\) with period \(n_i\), so it also supplies the coefficients beyond the original grid.

For even \(n_i\), a trial field reaches \(|m_i|\le n_i/2-1\), and its square reaches \(n_i-2\). Coefficients of \(\varepsilon\) beyond that cannot contribute to the average. Keep those with \(|m_i|\le n_i-1\) and multiply by \(|\mathbf e|^2\) on a grid of \(2n_i\) points. The product reaches at most \(2n_i-3\), below the first harmonic \(2n_i\) that could be mistaken for the mean. The average is then free of quadrature error, and the bounds hold up to floating-point rounding.

The same construction is applied separately to \(1/\varepsilon\). The reciprocal of the truncated \(\varepsilon\) would be a different function, and an average computed with it would no longer be the exact \(V\) that the lower bound requires.

## How the gap depends on the grid

Take a laminate of two equally thick layers with \(\mathbf E\) normal to them. The displacement is uniform, so a constant \(\mathbf d\) makes the lower bound equal to \(k\). The field is piecewise constant with a jump \(J\), and its odd harmonics have magnitude \(J/(\pi|m|)\). A trial field limited to \(|m|\le M\) misses at least

\[
\sum_{|m|>M,\ m\ {\rm odd}}\frac{J^2}{\pi^2m^2}
\simeq\frac{2J^2}{\pi^2}\frac1{2M}=\frac{J^2}{\pi^2M}
\]

in mean square. The excess \(U-k\) of the best trial field lies between \(\varepsilon_{\min}\) and \(\varepsilon_{\max}\) times this quantity. The gap thus falls as the inverse of the grid density, and more iterations cannot remove it. With \(\mathbf E\) along the layers the field is uniform and the displacement jumps, so the slow convergence moves to the lower bound. A general film has both errors.

A two-dimensional checkerboard of permittivities 1 and 5 gives a harder case with a known answer. It is isotropic by its fourfold symmetry. Among divergence-free fields of unit mean, \(V\ge1/k\), with equality at \(\mathbf d=\varepsilon\mathbf e^*/k\). Rotating \(\mathbf d\) by \(90^\circ\) in the plane turns it into a curl-free field, so this minimum is also the effective value of the medium \(1/\varepsilon\): \(k[1/\varepsilon]=1/k[\varepsilon]\). But \(1/\varepsilon\) is the checkerboard with its colours exchanged, divided by \(\varepsilon_1\varepsilon_2\). The exchange is a translation, so \(k/(\varepsilon_1\varepsilon_2)=1/k\) and

\[
k=\sqrt{\varepsilon_1\varepsilon_2}=\sqrt5\simeq2.236 .
\]

With 16, 32 and 64 points along the side of the \(2\times2\)-square cell, the computed intervals are 2.075–2.377, 2.143–2.319 and 2.184–2.284. Bounds are rounded outward here and below. The gap falls by factors of 1.72 and 1.77 per doubling, somewhat less than the laminate's factor of two. The collocated values, 2.253, 2.242 and 2.238, lie much nearer the answer than the bounds do, but nothing in the collocated calculation certifies this.

## A porous film

The model film is 12 nm thick with a lateral period of 12 nm. Its voxels are 0.75 nm wide, so the reflected cell has \(16\times16\times32\) of them. The skeleton has permittivity 3 and the pores 1. A dense top skin, 1.5 nm thick, has permittivity 5. Spherical pores of 3 nm diameter, free to overlap, are added with their centres at random below the skin until the porosity of that layer reaches at least 30%. Any part of a sphere that would enter the skin or cross the lower electrode is cut off. The image used has 40 pores and a porosity of 30.6%.

A constant trial field gives the arithmetic mean as upper bound, 2.715, and a constant flux gives the harmonic mean as lower bound, about 2.02. Conjugate gradients, run until the residual norm fell by \(10^7\), give for the normal direction:

| \(r\) | lower | upper | gap | collocated |
|---|---|---|---|---|
| 1 | 2.286 | 2.447 | 0.160 | 2.404 |
| 2 | 2.341 | 2.422 | 0.081 | 2.398 |
| 3 | 2.357 | 2.416 | 0.058 | 2.398 |

The iteration took 16, 15 and 15 steps. The gap halves from \(r=1\) to \(r=2\), then falls by 1.39 where inverse proportionality would give 1.5. At \(r=3\) the relative field error is certified to be below \(\sqrt{0.0579/2.3576}\simeq0.16\). A gap of 2.5% of the lower bound is thus compatible with a much larger field error, because the energy error is quadratic in the field error.

With \(\varepsilon_0/L=0.738\) fF/µm², the bounds at \(r=3\) become

\[
2.357<k<2.416,\qquad
1.739<\frac CA<1.783\ \text{fF/µm}^2 .
\]

**Stopping early.** At \(r=1\), the intervals after 0, 1 and 3 steps are 2.275–2.715, 2.288–2.474 and 2.286–2.448. After three steps the grid, not the iteration, sets the gap. The lower bound is even slightly better after one step than at convergence. This is permitted, because the iteration minimizes the collocated energy and not \(V\).

**Optimizing the bounds.** One can instead minimize \(U\) and \(V\) themselves, with the doubled-grid averages, in the same trigonometric spaces. At \(r=1\) this gives 2.308–2.440. The gap shrinks by 18%, less than is gained by going to \(r=2\).

**Local trial fields.** The proofs do not demand Fourier series. On the unreflected film, with two elements per voxel edge, a trilinear finite-element potential gives an upper bound. A flux that is linear within each element and conserved across its faces gives a lower bound. Together they yield 2.3869–2.4065, about four times tighter than the Fourier pair at the same spacing. Local fields may jump at voxel faces, and in a laminate they represent the solution without error. This makes the jumps a likely cause of the difference here, though the comparison does not isolate it. The midpoint of the Fourier interval at \(r=3\), 2.3865, falls just below this local lower bound, so a midpoint should not be used as a best estimate.

**Direction and reflection.** At \(r=2\) the in-plane interval along \(x\) is 2.541–2.616. It lies wholly above the normal one, so this image is certainly anisotropic. The skin acts in parallel in the plane and in series across it, which favours this order. Stacking the film periodically without reflection gives 2.338–2.422 for the normal direction, which the bounds cannot distinguish from the reflected result. The potential on the supposed electrode plane then varies by 3.5% of the applied voltage, however, so the fields near the electrodes are wrong.

## What the guarantee leaves out

The bounds concern one voxel image. Six random pore arrangements made by the same rule, at \(r=1\), have interval midpoints with a standard deviation of 0.014. Redrawing the same spheres with 0.375 nm voxels, on the same Fourier grid as \(r=2\), moves the interval from 2.341–2.422 to 2.349–2.434.

Errors in the material constants follow from perturbing the minimum. To first order,

\[
\delta k=\langle\delta\varepsilon|\mathbf e^*|^2\rangle
+2\langle\varepsilon\mathbf e^*\cdot\delta\mathbf e\rangle
=\langle\delta\varepsilon|\mathbf e^*|^2\rangle ,
\]

because \(\delta\mathbf e\) is a periodic gradient. With the collocated field at \(r=1\), the derivative of \(k\) with respect to the skeleton permittivity is 0.585. The third digit is not converged: a finite-volume discretization gives 0.564 and 0.570 at two and three cells per voxel edge, tending to about 0.58. By the same first-order formula, raising the permittivity by 10% in the skeleton voxels that touch a pore adds roughly 0.08. Heating by 80 K, with an assumed skeleton coefficient of \(10^{-4}\) per kelvin, adds \(0.585\times3\times0.008\simeq0.014\).

Moisture can be sized by a dilute sphere of permittivity \(k_w\) in a medium \(k\). For unit radius and unit applied field, let the inner field be \(g\) and the outer potential \(-(\rho-b/\rho^2)\cos\theta\), with \(\rho\) the distance from the centre. Continuity of potential and flux gives \(g=1-b\) and \(k_wg=k(1+2b)\), hence \(g=3k/(k_w+2k)\). The difference \(\mathbf d-k\mathbf e\) vanishes outside the spheres, so for volume fraction \(f\) its average along the applied field is \(f(k_w-k)g\). With the mean field held at one, this average is the change in permittivity, and to first order in \(f\) each sphere sees the unit field:

\[
\delta k=f(k_w-k)\frac{3k}{k_w+2k}.
\]

With \(f=0.01\), \(k_w=80\) and \(k=2.39\), this is 0.07. It assumes the response of bulk water, which adsorbed water need not have, and compact spheres in the averaged medium. The shape matters too: a thin layer along the pore walls polarizes more readily along its plane, and the same volume of water can then raise \(k\) considerably more. Placement matters as well, because water in a pore displaces the permittivity 1 and not the averaged medium. In this film, 1% of water adds about 0.05–0.06 as droplets in the middle of pores and about 0.10–0.14 as wholly filled pores. Spread evenly over the walls it would be only about 0.02 nm thick, thinner than a molecule, so a continuum value for that case has little meaning. The figure 0.07 gives the order of magnitude for compact water and is not a limit on the effect of moisture.

Real electrodes screen over a finite depth. If the flux at the electrodes is taken as uniform, an assumed 0.05 nm on each side adds 0.1 nm to \(L/k\simeq5.03\) nm in series, and lowers the capacitance by 2%.

The parameters are rough values chosen to represent a porous low-permittivity film. The skin takes up an eighth of the thickness here, so it weighs more than the same skin would in a thicker film. Processing can alter pore walls and admit moisture, which breaks the assumption of known, uniform phases. For the stated amounts, the estimates above put the wall effect near 0.08 in \(k\) and that of compact water between about 0.05 and 0.14, depending on where it sits, comparable to or larger than the gap at \(r=3\). At 0.7 V the mean field is 0.58 MV/cm, and the largest collocated grid value at \(r=2\) is 1.3 MV/cm. That peak is not a bound: the ideal field can be singular at sharp voxel edges, and the sampled maximum keeps growing as the grid is refined, from 1.1 MV/cm at \(r=1\) to about 1.55 MV/cm at \(r=4\). It occurs inside a pore; in the skeleton the sampled maximum is 0.9–1.0 MV/cm over the same range. It lies below an assumed breakdown field of 5 MV/cm, but this establishes neither a safe local field nor long-term reliability.

## Choosing the setting

Start at \(r=1\) and compute both bounds after a few iterations. If further steps leave the gap unchanged, increase \(r\). While the inverse law holds, a target gap \(g\) needs roughly \(r\simeq g_1/g\), where \(g_1\) is the gap at \(r=1\). The number of grid points grows as \(r^3\), so halving the gap costs about eight times the work per step. The inverse law comes from the jumps of \(\varepsilon\) at voxel faces, and it holds only for moderate contrast. For this film the gap at \(r=4\) is 0.043, against 0.040 from the rule. Where unlike phases meet crosswise at an edge, the field singularity slows the convergence at high contrast: between 16 and 256 points per side, the checkerboard gap falls per doubling by only 1.2–1.35 at contrast 20 and by about 1.1 at contrast 80, so the rule then underestimates \(r\) badly. With a smooth dielectric profile the convergence can be much faster once the grid resolves the profile, and this rule does not apply.

For an absolute prediction of this film, \(r=3\) suffices under the stated assumptions, since the wall and moisture uncertainties are then comparable to or larger than the gap. To rank two voxel images, refine until their intervals no longer overlap; overlapping intervals prove neither equality nor order. If the required \(r\) becomes too large, local trial fields are an alternative. For this film they gave a tighter interval at the same spacing, though the costs were not compared.
